# Split-operator propagation of a harmonic oscillator: frequency shift and energy growth

## Problem

A particle of mass $m$ moves on the whole line in a harmonic well. With $\hbar=1$,

$$H=T+V,\qquad T=\frac{p^2}{2m},\qquad V=\frac{m\omega^2x^2}{2}.$$

Its state is propagated with a fixed step $dt>0$ by the symmetric split operator

$$U=e^{-iV\,dt/2}\,e^{-iT\,dt}\,e^{-iV\,dt/2}.$$

Write $a=\omega\,dt$. The energy after $n$ steps is $E_n=\langle H\rangle_n$, the mean of the true $H$ in the state $U^n\psi_0$.

1. Find how one step transforms $x$ and $p$.
2. For $a<2$, find the frequency of the propagated motion and the eigenphases of $U$, and show that the energy stays bounded.
3. Starting from the ground state of $H$, find $E_n$ for $a<2$, $a=2$ and $a>2$.
4. Show that for $a>2$ the energy of every normalized state of finite initial energy grows without bound, although $U$ is unitary. Settle the case $a=2$, and compare with a classical particle.
5. Explain where the energy comes from, and what a finite grid changes.
6. Evaluate the results for an electron with $\omega=0.5$ hartree, and discuss what they mean for simulations of ion stopping.

## Solution

### 1. The map of one step

Each factor of $U$ is the exponential of $-i$ times a self-adjoint operator, so $U$ is unitary for every $dt$. This fixes the norm. It would fix $\langle H\rangle$ too if $U$ commuted with $H$, which it need not do.

In the Heisenberg picture an operator $O$ becomes $U^\dagger OU$ after one step. For the half kick, $[V,p]=iV'(x)$ gives

$$e^{iV dt/2}\,p\,e^{-iV dt/2}=p+\frac{i\,dt}{2}[V,p]=p-g\,x,\qquad g=\frac{m\omega^2dt}{2},$$

while $x$ is unchanged. Higher commutators vanish because $V'$ commutes with $V$. For the drift, $[T,x]=-ip/m$ gives

$$e^{iT dt}\,x\,e^{-iT dt}=x+\frac{p\,dt}{m},$$

while $p$ is unchanged. On the column $(x,p)$ the full step is therefore

$$M=\begin{pmatrix}1&0\\-g&1\end{pmatrix}\begin{pmatrix}1&dt/m\\0&1\end{pmatrix}\begin{pmatrix}1&0\\-g&1\end{pmatrix}.$$

Since $g\,dt/m=a^2/2$, the last two factors multiply to

$$\begin{pmatrix}1-a^2/2&dt/m\\-g&1\end{pmatrix}.$$

Multiplying by the first factor leaves the top row alone and adds $-g$ times it to the bottom row. The lower left element becomes $-g(2-a^2/2)=-2g(1-a^2/4)$. Hence

$$M=\begin{pmatrix}c&dt/m\\-m\omega^2dt\,s&c\end{pmatrix},\qquad c=1-\frac{a^2}{2},\qquad s=1-\frac{a^2}{4}.$$

The determinant is

$$c^2+a^2s=1-a^2+\frac{a^4}{4}+a^2-\frac{a^4}{4}=1.$$

The map preserves phase-space area, but area preservation does not prevent stretching in one direction and squeezing in another.

### 2. Stable steps: frequency, eigenphases and bounded energy

For $0<a<2$ we have $-1<c<1$ and $s>0$. Set $c=\cos\theta$ with $0<\theta<\pi$. Then $1-\cos\theta=2\sin^2(\theta/2)=a^2/2$, so $\sin(\theta/2)=a/2$. Also $\sin^2\theta=1-c^2=a^2s$, so $\sin\theta=a\sqrt s$. With $\beta=m\omega\sqrt s$ the off-diagonal elements are

$$\frac{dt}{m}=\frac{a}{m\omega}=\frac{\sin\theta}{\beta},\qquad -m\omega^2dt\,s=-m\omega\,a\,s=-\beta\sin\theta.$$

Thus $M$ rotates the pair $(\beta x,p)$ by the angle $\theta$, and $n$ steps rotate it by $n\theta$:

$$M^n=\begin{pmatrix}\cos n\theta&\sin(n\theta)/\beta\\-\beta\sin n\theta&\cos n\theta\end{pmatrix}.$$

At the times $n\,dt$ the motion is that of an oscillator with $\Omega\,dt=\theta$:

$$\boxed{\;\Omega=\frac{2}{dt}\arcsin\frac{\omega\,dt}{2}\;}\qquad \frac{\Omega}{\omega}=1+\frac{a^2}{24}+\frac{3a^4}{640}+\dots$$

Samples at spacing $dt$ fix a frequency only up to sign and multiples of $2\pi/dt$. The branch chosen here is the one that joins $\omega$ as $dt\to0$. Since $\arcsin y>y$ for $0<y\le1$, the shift is upward.

**Eigenphases.** Take the Gaussian $\phi_0\propto e^{-\beta x^2/2}$. The first half kick turns $\beta$ into $\gamma=\beta+ig$. Free motion for a time $t$ maps

$$e^{-\gamma x^2/2}\;\to\;q^{-1/2}\,e^{-\gamma x^2/(2q)},\qquad q=1+\frac{i\gamma t}{m},$$

because in momentum space it multiplies $e^{-p^2/(2\gamma)}$ by $e^{-ip^2t/(2m)}$, which replaces $1/\gamma$ by $1/\gamma+it/m=q/\gamma$. At $t=dt$,

$$q=1-\frac{g\,dt}{m}+\frac{i\beta\,dt}{m}=\cos\theta+i\sin\theta=e^{i\theta}.$$

As $t$ grows from zero, $q$ runs on a straight line from $1$ to $e^{i\theta}$ in the upper half plane, so $q^{-1/2}=e^{-i\theta/2}$ without a sign ambiguity. After the last half kick the coefficient is $\gamma e^{-i\theta}+ig$. Its real part is

$$\beta\cos\theta+g\sin\theta=m\omega\sqrt s\left(1-\frac{a^2}{2}+\frac{a^2}{2}\right)=\beta,$$

and its imaginary part is

$$g\cos\theta-\beta\sin\theta+g=m\omega\left[\frac a2\left(1-\frac{a^2}{2}\right)-a\left(1-\frac{a^2}{4}\right)+\frac a2\right]=0.$$

Hence $U\phi_0=e^{-i\theta/2}\phi_0$. The raising operator $b^\dagger\propto\beta x-ip$ obeys $U^\dagger b^\dagger U=e^{i\theta}b^\dagger$, by the rotation above. Multiplying by $U$ from the left gives $Ub^\dagger=e^{-i\theta}b^\dagger U$, so each application of $b^\dagger$ adds $-\theta$ to the phase. The eigenphases are $-\theta(k+\tfrac12)$, $k=0,1,2,\dots$: an oscillator ladder of frequency $\Omega$, including its zero-point half.

**Bounded energy.** Consider

$$K=\frac{p^2}{2m}+s\,\frac{m\omega^2x^2}{2}.$$

Inserting $x'=cx+p\,dt/m$ and $p'=-m\omega^2dt\,s\,x+cp$, the coefficients of $x^2$ and $p^2$ are both multiplied by $c^2+a^2s=1$. The coefficient of $xp+px$ is $-\omega^2dt\,s\,c/2+\omega^2dt\,s\,c/2=0$. So $K$ is conserved, and this algebra holds for every $a$. For $a<2$ we have $0<s<1$, hence $K\le H\le K/s$ and

$$E_n\le\frac{\langle K\rangle_0}{s}\le\frac{E_0}{1-a^2/4}.$$

For $a>2$ the coefficient $s$ is negative. The level curves of $K$ change from ellipses to hyperbolas, and its conservation no longer confines anything.

### 3. Energy from the ground state

In the ground state of $H$, $\langle x^2\rangle=1/(2m\omega)$, $\langle p^2\rangle=m\omega/2$ and $\langle xp+px\rangle=0$. Since $1-s=a^2/4$,

$$H=K+\frac{a^2}{8}m\omega^2x^2,\qquad \langle K\rangle=\frac{\omega}{4}(1+s)=\frac\omega2-\frac{a^2\omega}{16},$$

so only $\langle x^2\rangle_n$ is needed.

**Case $a<2$.** The top row of $M^n$ gives

$$\langle x^2\rangle_n=\frac{1}{2m\omega}\left[\cos^2n\theta+\frac{\sin^2n\theta}{s}\right]=\frac{1}{2m\omega}\left[1+\frac{a^2}{4-a^2}\sin^2n\theta\right],$$

because $1/s-1=a^2/(4-a^2)$. Multiplying by $a^2m\omega^2/8$ and adding $\langle K\rangle$, the terms $\pm a^2\omega/16$ cancel:

$$E_n=\frac\omega2\left[1+\frac{a^4\sin^2n\theta}{8(4-a^2)}\right].$$

For small $a$ the relative energy error is at most about $a^4/32$, whereas the relative frequency error is $a^2/24$. A nearly constant ground-state energy is thus a weak check on the frequency.

**Case $a=2$.** Now $c=-1$ and $s=0$, so

$$M^n=(-1)^n\begin{pmatrix}1&-n\,dt/m\\0&1\end{pmatrix}.$$

Then $\langle p^2\rangle$ is constant and $\langle x^2\rangle_n=(1+n^2a^2)/(2m\omega)=(1+4n^2)/(2m\omega)$. The energy is

$$E_n=\frac\omega4+\frac\omega4(1+4n^2)=\frac\omega2(1+2n^2).$$

**Case $a>2$.** Now $c<-1$. Set $c=-\cosh\mu$ with $\mu>0$. From $\cosh\mu+1=2\cosh^2(\mu/2)=a^2/2$ follows $\cosh(\mu/2)=a/2$. Also $\sinh^2\mu=c^2-1=a^2|s|$. With $\kappa=m\omega\sqrt{|s|}=m\omega\sqrt{a^2/4-1}$ the map reads

$$x'=-\cosh\mu\,x+\frac{\sinh\mu}{\kappa}\,p,\qquad p'=\kappa\sinh\mu\,x-\cosh\mu\,p.$$

Subtracting and adding $\kappa x'$ gives

$$p'-\kappa x'=-e^{\mu}(p-\kappa x),\qquad p'+\kappa x'=-e^{-\mu}(p+\kappa x).$$

Solving for $x$ after $n$ steps, $x_n=(-1)^n[\cosh(n\mu)\,x-\sinh(n\mu)\,p/\kappa]$. Therefore

$$\langle x^2\rangle_n=\frac{1}{2m\omega}\left[\cosh^2n\mu+\frac{\sinh^2n\mu}{|s|}\right]=\frac{1}{2m\omega}\left[1+\frac{a^2}{a^2-4}\sinh^2n\mu\right],$$

and, as before,

$$\boxed{\;E_n=\frac\omega2\left[1+\frac{a^4\sinh^2n\mu}{8(a^2-4)}\right]\;}$$

At late times the energy is multiplied by $e^{2\mu}$ per step. Just above threshold, $\cosh(\mu/2)\approx1+\mu^2/8$ gives $\mu\approx2\sqrt{a-2}$, so the growth sets in steeply. For $a\gg2$, $\mu\approx2\ln a$.

### 4. Every state gains energy in the long run

Let $a>2$ and $L=p-\kappa x$. After $n$ steps $\langle L^2\rangle_n=e^{2n\mu}\langle L^2\rangle_0$. The initial value could vanish only if $L\psi=0$, that is $-i\psi'=\kappa x\psi$. The solution $\psi\propto e^{i\kappa x^2/2}$ has constant modulus and cannot be normalized, so $\langle L^2\rangle_0>0$.

The energy must follow $L^2$. Since $(p+\kappa x)^2\ge0$, we have $-\kappa(xp+px)\le p^2+\kappa^2x^2$, and therefore

$$L^2\le2p^2+2\kappa^2x^2=4m\,(T+|s|V)\le4m\max(1,|s|)\,H.$$

It follows that

$$E_n\ge\frac{e^{2n\mu}\langle L^2\rangle_0}{4m\max(1,|s|)},$$

which grows without bound for every normalized state of finite initial energy. No property of the initial state beyond this was used.

At $a=2$, $\langle x^2\rangle_n$ contains the term $n^2dt^2\langle p^2\rangle_0/m^2$, and $\langle p^2\rangle_0>0$ for every normalizable state. The growth is then quadratic in $n$. The stable range is thus $a<2$, with the endpoint excluded.

A classical particle can escape. If it starts on the line $p=\kappa x$, then $L=0$ at every step, and the particle hops from side to side while $x$ and $p$ both shrink as $e^{-n\mu}$. At $a=2$, where $\kappa=0$, a particle with $p=0$ hops between $x$ and $-x$ at constant energy. A quantum packet can have its centre on this line, but its spread in $L$ is not zero, and that spread is amplified.

### 5. Source of the energy, and the finite grid

The split step is the exact evolution under

$$H_{\rm kick}(t)=T+V\,dt\sum_j\delta(t-j\,dt),$$

with each period counted from the middle of one kick to the middle of the next. This Hamiltonian depends on time, and the kicks do work on the particle. Unitarity does not forbid that.

At the threshold $\theta=\pi$, so $2\Omega=2\pi/dt$: twice the frequency $\Omega$ of the propagated motion (not of the true motion, $\omega$) equals the kick frequency. A quadratic kick can create quanta in pairs, and here the drive is resonant with a pair. Because $\operatorname{tr}M=2-a^2$ stays below $-2$ for all $a>2$, stability does not return at larger steps.

On a finite grid $\langle T\rangle$ and $\langle V\rangle$ cannot exceed the largest grid values of $T$ and $V$. Exponential growth must then break down. An energy that has stopped growing does not show that the step is sound.

### 6. Numbers for an electron

Take $m=1$ and the round value $\omega=0.5$ hartree (13.6 eV), in atomic units. The ground-state energy is $0.25$ hartree, and the critical step is $dt=2/\omega=4$ a.u., or 96.8 as.

**Frequency.** The phase error reaches half a cycle when $(\Omega-\omega)t=\pi$, which takes $1/[2(\Omega/\omega-1)]$ true periods.

| $dt$ (a.u.) | $a$ | $\Omega$ (hartree) | shift | periods |
|---|---|---|---|---|
| 0.2 | 0.1 | 0.50021 | 0.042 % | 1199 |
| 1 | 0.5 | 0.50536 | 1.07 % | 46.6 |
| 3 | 1.5 | 0.56537 | 13.1 % | 3.8 |

At $dt=1$, for instance, $\Omega=2\arcsin0.25=0.50536$. The leading term $a^2/24$ gives 1.04 % there, but 9.4 % instead of 13.1 % at $dt=3$, where the series converges slowly. As a test, a packet displaced by 2 bohr was propagated on a grid. The peak of its dipole spectrum lay at 0.505360 and 0.565375 hartree for $dt=1$ and $3$, and the phase difference between the two eigenstates of $U$ with the lowest mean energy, divided by $dt$, gave 0.505361 and 0.565375 hartree.

The largest ground-state energies in 400 steps were 0.2505 and 0.3404 hartree. For $dt=3$ the formula's ceiling is $0.25\,[1+5.0625/(8\times1.75)]=0.3404$ hartree.

**Threshold and beyond.** Wave packets started in the ground state and propagated on a wide grid gave these energies in hartree:

| step | $dt=4$ | $dt=4.2$ |
|---|---|---|
| 0 | 0.25 | 0.25 |
| 1 | 0.75 | 0.92 |
| 2 | 2.25 | 4.14 |
| 4 | 8.25 | 56.7 |
| 6 | 18.25 | 709.7 |

The norm stayed at one within $10^{-11}$. The first column follows $0.25(1+2n^2)$. In the second, $a=2.1$ and $\mu=0.630$, close to the estimate $2\sqrt{0.1}=0.632$. The predicted late factor per step is $e^{2\mu}=3.524$; the last measured ratio is 3.531. A step 5 % above the critical one thus raises the energy by a factor of about 2800 in six steps.

**Packet on the contracting line.** With $dt=4.2$, $\kappa=0.160$, and a packet of ground-state width centred at $x=4$ bohr, $p=4\kappa$, the centre moves to $-2.13$, $1.13$, $-0.60$ and, at step 6, $0.09$ bohr. The energy first falls from 2.46 to 1.55 hartree, as the energy of the centre is lost, and then rises to 709.7 hartree. The lower bound of part 4, with $\langle L^2\rangle_0=0.2756$, is 132 hartree at step 6. It proves the growth but does not estimate its size.

**Kicks.** If the potential acts in pulses of finite length, with $V$ raised so that its time average is unchanged, the trace of the one-period map should approach $2-a^2=-2.41$. At $dt=4.2$ it differs by 0.032 for pulses of 1 % of the step and by 0.0032 for 0.1 %, so the difference vanishes in proportion to the pulse length.

**Small grid.** With 1024 points on a box of half-width 40 bohr and $dt=4.2$, the cap $\max T+\max V$ is 1009 hartree. The whole-line law would exceed it at step 7, with about $3.52\times710\approx2500$ hartree. The grid departs from the law earlier, by more than 1 % at step 4. In 60 steps the grid energy peaked at 429 and ended at 337 hartree, while the law gives $2.5\times10^{32}$. These two values depend on the grid: shifting it by half a spacing gives 428 and 365, and a half-width of 40.5 bohr gives 461 and 359. The final values lie near the grid average of $T+V$, one third of the cap or 336 hartree.

**Ion stopping.** If a real-time simulation reads the energy gained by the electrons as energy lost by a moving ion, heating by the propagator is counted as stopping. For the well treated here, a step of $dt=0.2$ a.u., or 4.8 as, lies far below the critical 97 as, and the frequency shift is 0.04 %. The critical step scales as $1/\omega$, so a well with ten times the frequency would lower it to 9.7 as. Real potentials are anharmonic and respond to the electrons, which this model leaves out; it therefore supplies neither a stopping power nor a universal step limit. The sharp threshold at $2/\omega$ is a property of the harmonic well. In the soft-Coulomb well $-1/\sqrt{x^2+b^2}$ with $b^3=4$, which has the same curvature $\omega=0.5$, the ground state heats steadily below $dt=4$: after about 100 a.u. it has gained roughly 0.004 hartree at $dt=1$ and 0.1 hartree at $dt=2$. A useful control is a run with the ion held still: no physical work is then done, and an energy drift that changes with $dt$ points to the propagator. The converse fails: a ground state at rest is insensitive to the step (relative error about $a^4/32$ in part 3), so a quiet control run does not certify the energy deposited by a moving ion, which must itself be converged in $dt$. The numerical output below lists the main values for the harmonic well.

## Computed values

```
mass = 1.0 electron mass
true frequency w = 0.500 hartree = 13.606 eV
ground-state energy = 0.2500 hartree
critical step = 4.000 a.u. = 96.76 as
Stable steps: shift, periods to half-cycle phase error
dt=0.2 a.u. a=0.10 Omega=0.500209 hartree
  shift=0.0417 %, a^2/24=0.0417 %, periods=1198.6
dt=1.0 a.u. a=0.50 Omega=0.505361 hartree
  shift=1.0721 %, a^2/24=1.0417 %, periods=46.6
dt=3.0 a.u. a=1.50 Omega=0.565375 hartree
  shift=13.0749 %, a^2/24=9.3750 %, periods=3.8
dt=1.0: Omega dipole=0.505360, eigenphase=0.505361 hartree
  max energy in 400 steps=0.250521, ceiling=0.250521 hartree
dt=3.0: Omega dipole=0.565375, eigenphase=0.565375 hartree
  max energy in 400 steps=0.340402, ceiling=0.340402 hartree
dt=4.0 a.u., a=2.00: energy (hartree) by step
  0.2500 0.7500 2.2500 4.7500 8.2500 12.7500 18.2500
  norm error below 1e-11: True
dt=4.2 a.u., a=2.10: energy (hartree) by step
  0.2500 0.9200 4.1417 15.7400 56.6860 201.0142 709.6840
  norm error below 1e-11: True
dt=4.2: mu=0.62985, kappa=0.16008 a.u.
  amplitude factor exp(mu)=1.8773
  energy factor exp(2mu)=3.5244, last ratio=3.5305
Packet on contracting line, dt=4.2: mean x (bohr) by step
  4.0000 -2.1307 1.1350 -0.6046 0.3220 -0.1715 0.0914
  energy (hartree) by step
  2.4550 1.5457 4.3192 15.7904 56.7003 201.0182 709.6852
  <L^2> at start=0.27563 a.u.
  lower bound on energy at step 6=132.051 hartree
Pulsed potential, dt=4.2: split-step trace=-2.4100
  trace error, pulse 1 % of step=0.03218
  trace error, pulse 0.1 % of step=0.00324
Small grid, 1024 points, half-width 40 bohr, dt=4.2, 60 steps
  cap max T + max V=1008.5 hartree
  largest energy=429.3, last=337.3 hartree
  whole-line law at step 60=2.476e+32 hartree
```
